\section*{Spectral moments and lineshape errors in the Williams-Lax approximation, part 2}

We compare exact vibronic spectra with their clamped-nuclei (Williams-Lax, WL) approximation. In the linear model, one mode has $q=(a+a^\dagger)/\sqrt2$, $[a,a^\dagger]=1$, initial Hamiltonian $H_i=\hbar\omega(a^\dagger a+\tfrac12)$ and final $H_f=H_i+V$, where $V=E_v-gq$ and $g=\sqrt{2S}\,\hbar\omega$. With $\tilde a=a-\sqrt S$,
\begin{equation}
H_f=\hbar\omega\left(\tilde a^\dagger\tilde a+\tfrac12\right)+E_{\rm ZPL},\qquad E_{\rm ZPL}=E_v-S\hbar\omega .
\label{eq:displaced}
\end{equation}
The opening example has $\hbar\omega=30$ meV, $S=5$, $E_{\rm ZPL}=2.000$ eV and constant dipole.

In general, $H_{i,f}=T+U_{i,f}(Q)$ and $V=U_f-U_i$, with kinetic energy $T$ (also the symbol for temperature), masses $M_\alpha$, $\partial_\alpha=\partial/\partial Q_\alpha$ and dipole $d(Q)$. $H_i$ has levels $E_n$, real eigenfunctions $\chi_n$ and weights $p_n=e^{-\beta E_n}/Z$; $\rho=e^{-\beta H_i}/Z$. The exact (FC) spectrum is
\begin{equation}
I(E)=\sum_{n,m}p_n\,\bigl|\langle m_f|d|n\rangle\bigr|^2\,\delta\!\left(E-E^f_m+E_n\right).
\label{eq:fc}
\end{equation}
The WL spectrum is $I_{\rm WL}(E)=\langle|d|^2\delta(E-V)\rangle$, where $\langle\cdot\rangle$ averages over $P(Q)=\sum_np_n\chi_n(Q)^2$.

For $d=1$, $G(t)=\int I(E)e^{-iEt/\hbar}dE={\rm Tr}[\rho\,U(t)]$, with $U(t)=e^{iH_it/\hbar}e^{-iH_ft/\hbar}$ and $X(t)=e^{iH_it/\hbar}Xe^{-iH_it/\hbar}$. The cumulants $\kappa_k$ are the coefficients of $(-it/\hbar)^k/k!$ in $\ln G$; $\sigma=\kappa_2^{1/2}$.

With moments $M_k=\int E^kI\,dE$ and errors $\Delta_k=M_k-M_k^{\rm WL}$, any $d$ gives
\begin{align}
\Delta_0&=0,\qquad \Delta_1=\sum_\alpha\frac{\hbar^2}{2M_\alpha}\left\langle|\partial_\alpha d|^2\right\rangle\ \ge 0,\label{eq:d1}\\
\Delta_2&=\sum_\alpha\frac{\hbar^2}{M_\alpha}\,{\rm Re}\left\langle\partial_\alpha(Vd)^*\,\partial_\alpha d\right\rangle+\sum_np_n\bigl\|[T,d]\chi_n\bigr\|^2 .\label{eq:d2}
\end{align}
For $d=1$, $\Delta_0=\Delta_1=\Delta_2=0$ and
\begin{align}
\Delta_3&=\sum_\alpha\frac{\hbar^2}{2M_\alpha}\left\langle(\partial_\alpha V)^2\right\rangle\ \ge0,\label{eq:d3}\\
\Delta_4&=\sum_\alpha\frac{2\hbar^2}{M_\alpha}\left\langle V(\partial_\alpha V)^2\right\rangle+\sum_np_n\bigl\|[T,V]\chi_n\bigr\|^2 .\label{eq:d4}
\end{align}
Here $\Delta_3$ is also the error in $\kappa_3$, and \eqref{eq:d4} with $V\to V-\langle V\rangle$ is the error in $\kappa_4$. In emission, averages use the thermal density of $H_f$, and the $M_3$ error is minus the expression in \eqref{eq:d3}.

These identities were tested on an anharmonic one-dimensional model with $\hbar=1$, $M=1.7$, $\beta=1.2$, $U_i=0.85x^2+0.1x^3+0.05x^4$ and $U_f=1-1.2x+0.7x^2+0.05x^3+0.07x^4$. The sum \eqref{eq:fc} came from diagonalization in an oscillator basis and the averages from a separate grid calculation. For $d=1$ both spectra have $M_1=1.031999$ and $M_2=1.842994$. The third moments are $3.899306$ and $3.420022$, differing by the $0.479284$ of \eqref{eq:d3}, and the fourth are $10.400737$ and $7.794975$, differing by the $2.605762$ of \eqref{eq:d4}. For $d=1+(0.4+0.3i)x+0.1x^2$, $M_0=1.162585$ is shared, $\Delta_1=0.076041$, and $\Delta_2=-0.090896$ is negative. In emission $M_3$ is $-0.306078$ exactly and $+0.300059$ in the Williams-Lax form. A two-mode model with unequal masses and a mixing term in $V$ gives $M_3=3.106906$ against $2.708856$, with the predicted difference $0.398050$. All of these hold to one part in $10^8$ (absolute for values below one).

When the initial surface is harmonic, $P$ is known in closed form. One thermal average yields both $P$ and the exact finite-temperature spectrum of the linear model. Let $x=\beta\hbar\omega$, $\bar n=1/(e^x-1)$, $c=2\bar n+1=\coth(x/2)$, and let angle brackets with subscript $\rho$ mean ${\rm Tr}\,\rho\,(\cdot)$. Since $a^\dagger$ raises the energy by $\hbar\omega$, $\rho a^\dagger=e^{-x}a^\dagger\rho$ and $\rho a=e^{x}a\rho$. Cyclicity of the trace gives, for any $Y$, $\langle a^\dagger Y\rangle_\rho=e^{-x}\langle Ya^\dagger\rangle_\rho=e^{-x}(\langle a^\dagger Y\rangle_\rho+\langle[Y,a^\dagger]\rangle_\rho)$ and $\langle aY\rangle_\rho=e^x(\langle aY\rangle_\rho-\langle[a,Y]\rangle_\rho)$. Solving each,
\begin{equation}
\langle a^\dagger Y\rangle_\rho=\bar n\,\langle[Y,a^\dagger]\rangle_\rho,\qquad\langle aY\rangle_\rho=(\bar n+1)\langle[a,Y]\rangle_\rho .
\end{equation}
Take $Y=e^{uX}$ with $X=\mu a+\nu a^\dagger$. Because $[a,X]=\nu$ and $[X,a^\dagger]=\mu$ are numbers, $[a,Y]=u\nu Y$ and $[Y,a^\dagger]=u\mu Y$. Then $F(u)=\langle e^{uX}\rangle_\rho$ obeys $F'=\langle XY\rangle_\rho=u\mu\nu(\bar n+1)F+u\mu\nu\bar nF=u\mu\nu cF$ with $F(0)=1$, and
\begin{equation}
\left\langle e^{\mu a+\nu a^\dagger}\right\rangle_\rho=e^{\mu\nu c/2}.
\label{eq:bloch}
\end{equation}
With $\mu=\nu=ik/\sqrt2$ this reads $\langle e^{ikq}\rangle=e^{-k^2c/4}$, the transform of a Gaussian with variance $s^2=c/2$. Since $Q=q\sqrt{\hbar/M\omega}$, each normal mode has variance $(\hbar/2M_\alpha\omega_\alpha)\coth(\beta\hbar\omega_\alpha/2)$, and $P$ is the product over modes because $\rho$ factorizes. In the coordinate $q$ the kinetic energy is $-(\hbar\omega/2)\partial_q^2$, so $\hbar^2/M$ is replaced by $\hbar\omega$ in all formulas above.

For the linear model let $D=e^{\sqrt S(a^\dagger-a)}$. From $e^Aae^{-A}=a+[A,a]$, which terminates because $[A,a]=-\sqrt S$ is a number, $DaD^\dagger=\tilde a$, and \eqref{eq:displaced} becomes $H_f=DH_iD^\dagger+E_{\rm ZPL}$. Then $U(t)=e^{-iE_{\rm ZPL}t/\hbar}D(t)D^\dagger$. With $\tau=\omega t$ and $a(t)=ae^{-i\tau}$, write $D(t)=e^A$, $D^\dagger=e^B$, where $A=\sqrt S(a^\dagger e^{i\tau}-ae^{-i\tau})$ and $B=-\sqrt S(a^\dagger-a)$. The commutator $[A,B]=-S(e^{i\tau}-e^{-i\tau})$ is a number, so $e^Ae^B=e^{A+B}e^{[A,B]/2}$. In $A+B$ the coefficients are $\nu=\sqrt S(e^{i\tau}-1)$ and $\mu=-\sqrt S(e^{-i\tau}-1)$, with $\mu\nu=-S(2-e^{i\tau}-e^{-i\tau})$. Adding $\mu\nu c/2$ and $[A,B]/2$, the coefficient of $e^{-i\tau}$ is $S(c+1)/2=S(\bar n+1)$ and that of $e^{i\tau}$ is $S(c-1)/2=S\bar n$:
\begin{equation}
G(t)=e^{-iE_{\rm ZPL}t/\hbar}\,g_0(\tau),\qquad g_0(\tau)=\exp\left\{-Sc+S(\bar n+1)e^{-i\tau}+S\bar n\,e^{i\tau}\right\}.
\label{eq:hr}
\end{equation}
Expanding $e^{\mp i\tau}=\sum_k(\pm1)^k(-i\tau)^k/k!$ in the exponent gives $\kappa_k=S(\hbar\omega)^k[\bar n+1+(-1)^k\bar n]$ plus $E_{\rm ZPL}$ for $k=1$. The mean is $E_v$, $\kappa_2=Sc(\hbar\omega)^2$, $\kappa_3=S(\hbar\omega)^3$ at every temperature, and $\kappa_4=Sc(\hbar\omega)^4$. The Williams-Lax spectrum is a Gaussian of mean $E_v$ and variance $g^2s^2=Sc(\hbar\omega)^2$. The general formulas account for the rest: \eqref{eq:d3} gives $(\hbar\omega/2)g^2=S(\hbar\omega)^3$, and in \eqref{eq:d4} with centred $V$ the first term is proportional to $\langle q\rangle=0$ while $[T,V]\chi_n=\hbar\omega g\chi_n'$ gives $(\hbar\omega g)^2c/2=Sc(\hbar\omega)^4$, because the dimensionless momentum has the same variance $c/2$ as $q$. The exact skewness is
\begin{equation}
\gamma=\frac{\kappa_3}{\kappa_2^{3/2}}=S^{-1/2}c^{-3/2}.
\end{equation}
It is small for strong coupling, and for $k_BT\gg\hbar\omega$, where $c\to2k_BT/\hbar\omega$, it falls as $T^{-3/2}$. At fixed potentials $g^2\propto\hbar/M\omega\propto M^{-1/2}$ and $(\hbar\omega)^2\propto M^{-1}$, so $S\propto M^{1/2}$, and at zero temperature $\gamma$ falls only as $M^{-1/4}$.

The function $g_0$ is periodic, so the exact spectrum consists of lines at $E_{\rm ZPL}+p\hbar\omega$ with weights $W_p$ defined by $g_0=\sum_pW_pe^{-ip\tau}$. Multiplying the two exponential series and collecting $e^{-ip\tau}$ for $p\ge0$ gives $W_p=e^{-Sc}\sum_k[S(\bar n+1)]^{k+p}[S\bar n]^k/[(k+p)!\,k!]$. With $z=2S\sqrt{\bar n(\bar n+1)}$ the numerator equals $(z/2)^{2k+p}[(\bar n+1)/\bar n]^{p/2}$, and the sum is the series of the modified Bessel function. For $p<0$ the roles of $\bar n$ and $\bar n+1$ are exchanged, which gives the same expression:
\begin{equation}
W_p=e^{-Sc}\left(\frac{\bar n+1}{\bar n}\right)^{p/2}I_{|p|}(z).
\end{equation}
A smooth Gaussian can be compared with these lines through its weight $W_p^{\rm WL}$ in a bin of width $\hbar\omega$ centred on line $p$. Start from $W_p=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{ip\tau}g_0\,d\tau$. Since $|g_0|=e^{-Sc(1-\cos\tau)}$, for $\bar\sigma^2=Sc\gg1$ only $|\tau|\lesssim1/\bar\sigma$ contributes and the limits can be sent to infinity. Put $u=\bar\sigma\tau$ and $y=(p-S)/\bar\sigma$. The cumulant series becomes $\ln g_0=-iS\tau-u^2/2+\gamma(-iu)^3/6+u^4/24\bar\sigma^2+\dots$, and expanding the exponential of the cubic and higher terms leaves $1+\gamma(-iu)^3/6$ plus terms of order $1/\bar\sigma^2$ (note $\gamma^2=1/Sc^3\le1/\bar\sigma^2$). Under the integral $-iu\,e^{iyu}=-\partial_ye^{iyu}$, and $(-\partial_y)^3e^{-y^2/2}=(y^3-3y)e^{-y^2/2}$. The bin weight equals the central value times the width up to a curvature term of relative order $1/\bar\sigma^2$. Therefore
\begin{equation}
W_p-W^{\rm WL}_p=\frac{1}{\bar\sigma\sqrt{2\pi}}\left[\frac{\gamma}{6}\,(y^3-3y)\,e^{-y^2/2}+O(\bar\sigma^{-2})\right],
\label{eq:edge}
\end{equation}
the first term of the Edgeworth series. It is odd in $y$. The terms of order $\bar\sigma^{-2}$ come from $u^4$, $u^6$ and the second derivative of the Gaussian, and they are even. The extrema of the odd term solve $y^4-6y^2+3=0$, or $y_\pm^2=3\pm\sqrt6$, where $|y^3-3y|=\sqrt6\,|y|$. The ratio of the outer extremum to the inner one is $(y_+/y_-)e^{-\sqrt6}$ with $y_+/y_-=\sqrt3+\sqrt2<4<e^{\sqrt6}$, so the inner one is larger. At $y_-=0.7420$ the largest error, relative to the peak value $1/\bar\sigma\sqrt{2\pi}$, is $0.2300\,\gamma$ to leading order, provided the odd term dominates the even ones. The ratio of their orders is $\gamma\bar\sigma^2=\sqrt{S/c}$, so this estimate needs $S\gg c$ in addition to $Sc\gg1$; for $c\gg S$ the even terms of order $\bar\sigma^{-2}$ are the larger.

At $T=300$ K the model of the opening has $k_BT=25.852$ meV, $x=30/25.852=1.1605$, $\bar n=0.4563$, $c=1.9127$ and $s^2=0.9563$. In mass-weighted units $\hbar/\omega=0.1393$ amu \AA$^2$, so the minimum of the final surface, at $q=\sqrt{2S}$, is displaced by $\sqrt{10\times0.1393}=1.180$ amu$^{1/2}$\AA, while the thermal spread is $\sqrt{0.1393\times0.9563}=0.365$ amu$^{1/2}$\AA. The slope is $g=30\sqrt{10}=94.87$ meV. Both spectra have mean $2.150$ eV and $\sigma=94.87\sqrt{0.9563}=92.77$ meV, and the Gaussian has a full width $\sigma\sqrt{8\ln2}=218.5$ meV. The exact $\kappa_3$ is still $1.35\times10^5$ meV$^3$, but the skewness has dropped from $0.447$ to $1.35\times10^5/92.77^3=0.169$ because the band is wider. The fourth cumulant is $5\times1.9127\times30^4=7.746\times10^6$ meV$^4$, an excess kurtosis $\kappa_4/\kappa_2^2=1/Sc=0.105$. In emission the density is centred at $q=\sqrt{2S}$, the mean is $E_v-g\sqrt{2S}=E_v-2S\hbar\omega=1.850$ eV, and $\kappa_3=-1.35\times10^5$ meV$^3$. The absorption lines compare as follows:
\begin{equation*}
\begin{array}{rccc}
p & E\ ({\rm eV}) & W_p & W_p^{\rm WL}\\
-2&1.940&0.00836&0.01013\\
0&2.000&0.03464&0.03515\\
3&2.090&0.11030&0.10440\\
5&2.150&0.12989&0.12844\\
7&2.210&0.09980&0.10440\\
10&2.300&0.03383&0.03515\\
13&2.390&0.00573&0.00466
\end{array}
\end{equation*}
The odd term in \eqref{eq:edge} is positive for $-\sqrt3<y<0$ and for $y>\sqrt3$, and negative otherwise. That matches the signs at $p=-2$, $3$, $7$, $10$ and $13$. It does not match at $p=0$, where $y=-150/92.77=-1.617$ calls for a positive difference and the table shows $-0.00051$. This line lies close to the zero at $-\sqrt3$, and parity separates the contributions. The lines $p=0$ and $p=10$ sit at opposite $y$ with the same bin weight. Half their difference, $(0.03464-0.03383)/2=+0.0004$, is the odd part and has the predicted sign. Their mean lies $0.0009$ below $0.03515$; this even part starts at order $\bar\sigma^{-2}$ and is the larger one here. The largest error is $0.0458$ of the peak value $30/(92.77\sqrt{2\pi})$, which is the difference $0.11030-0.10440$ at $p=3$. The leading-order estimate is $0.2300\times0.1691=0.0389$, so at $S=5$ the next order is not negligible. At $S=320$, where $\gamma=0.0211$, the computed error is $0.00492$ of the peak against the estimate $0.00486$. Errors relative to the local weight are larger in the wings: at $p=-2$ the bin weight exceeds the exact one by $0.00177/0.00836$, about a fifth.

A change of frequency makes the Williams-Lax spectrum itself asymmetric, and $\Delta_3$ then adds to a nonzero $\kappa_3^{\rm WL}$. Let $V=E_v-gq+bq^2$. The $q^2$ term of $U_f$ is $(\hbar\omega/2+b)q^2$ with the kinetic energy unchanged, so $(\omega_f/\omega)^2=1+2b/\hbar\omega$. The mean is $E_v+bs^2$. For $Y=-gq+b(q^2-s^2)$, the Gaussian moments $\langle q^4\rangle=3s^4$, $\langle q^6\rangle=15s^6$ and the vanishing of odd powers give $\langle(q^2-s^2)^2\rangle=2s^4$, $\langle q^2(q^2-s^2)\rangle=2s^4$ and $\langle(q^2-s^2)^3\rangle=(15-9+3-1)s^6=8s^6$, so
\begin{align}
\kappa_2&=g^2s^2+2b^2s^4,\qquad\kappa_3^{\rm WL}=6g^2bs^4+8b^3s^6,\\
\Delta_3&=\frac{\hbar\omega}{2}\left\langle(-g+2bq)^2\right\rangle=\frac{\hbar\omega}{2}\left(g^2+4b^2s^2\right).
\end{align}
Keeping $E_v$, $g$ and $T$, a final-state quantum of $25$ meV means $b=15[(25/30)^2-1]=-4.583$ meV. The mean is $2150-4.583\times0.9563$ meV, or $2.1456$ eV, and $\sigma=92.98$ meV, in both spectra. With $g^2=10\times30^2=9000$ meV$^2$, $\kappa_3^{\rm WL}=-6\times9000\times4.583\times0.9563^2-8\times(4.583\times0.9563)^3=-2.270\times10^5$ meV$^3$, and $\Delta_3=15\,(9000+4\times4.583^2\times0.9563)=1.362\times10^5$ meV$^3$. Their sum, $-0.908\times10^5$ meV$^3$, agrees with the diagonalization. The skewness is $-0.113$ exactly and $-0.282$ in the Williams-Lax form. In this model the clamped-ion average overstates the asymmetry in magnitude, whereas in the linear model it missed it; in both the signed error is $\Delta_3/\sigma^3$.

The loss of the first moment is plainest when the transition is allowed only through a displacement. Take $d=q$ and $V=E_v$ constant, the pure Herzberg-Teller case. Then $H_f$ and $H_i$ share eigenstates, and $q$ connects $n$ to $n+1$ and $n-1$ with squared elements $(n+1)/2$ and $n/2$. The exact spectrum has two lines, at $E_v+\hbar\omega$ with weight $(\bar n+1)/2=0.7282$ and at $E_v-\hbar\omega$ with weight $\bar n/2=0.2282$. The Williams-Lax spectrum is one line at $E_v$ with weight $\langle q^2\rangle=0.9563$, the correct total. The exact mean lies higher by $\hbar\omega(0.7282-0.2282)/0.9563=\hbar\omega/c=15.68$ meV, which is $\Delta_1/M_0$ with $\Delta_1=\hbar\omega/2$ and $M_0=c/2$. This is a single-mode, adiabatic model of phonon-assisted absorption: within it the average over displaced nuclei contains the summed strength of phonon emission and phonon absorption with the right temperature dependence, and omits the phonon energy from energy conservation. The model holds only when $\hbar\omega$ is small against the gap $\Delta$ between the final state and the higher allowed state from which the intensity is borrowed. Beyond the Born-Oppenheimer product the two lines carry the energy denominators $\Delta-\hbar\omega$ and $\Delta+\hbar\omega$ where the clamped average has $\Delta$, and the summed strength exceeds the clamped one by a relative amount $2\hbar\omega/c\Delta$ to first order. The shift of the mean is a full quantum at $T=0$ and tends to $(\hbar\omega)^2/2k_BT$ at high temperature, while the splitting $2\hbar\omega$ of the two lines is missing at every nonzero temperature (at $T=0$ the lower line has no weight). When a constant part of the dipole dominates, the defect is smaller. For $d=1+\lambda q$ with $\lambda=0.3$ and the linear gap, $M_0=1+\lambda^2s^2=1+0.09\times0.9563=1.0861$. The cross term $2\lambda q$ in $|d|^2$ correlates with $-gq$ and moves the Williams-Lax mean to $E_v-2\lambda gs^2/M_0=2150-0.6\times94.87\times0.9563/1.0861$ meV, or $2.0999$ eV. The exact mean is $2.1011$ eV, higher by $(\hbar\omega/2)\lambda^2/M_0=15\times0.09/1.0861=1.243$ meV, which is small against the width of the band. The program that produced these numbers, and its output, are printed below.

\section*{Numbers as computed}
\begin{verbatim}
1D test, hbar=1: M=1.7 beta=1.2; coefficients of x^0, x^1, ...:
 Ui [0.   0.   0.85 0.1  0.05]  Uf [ 1.   -1.2   0.7   0.05  0.07]
 d [1. +0.j  0.4+0.3j 0.1+0.j ]
 Condon M0: FC 1.000000 WL 1.000000 predicted D 0.000000
 Condon M1: FC 1.031999 WL 1.031999 predicted D 0.000000
 Condon M2: FC 1.842994 WL 1.842994 predicted D 0.000000
 Condon M3: FC 3.899306 WL 3.420022 predicted D 0.479284
 Condon M4: FC 10.400737 WL 7.794975 predicted D 2.605762
 non-Condon M0: FC 1.162585 WL 1.162585 predicted D 0.000000
 non-Condon M1: FC 0.760005 WL 0.683965 predicted D 0.076041
 non-Condon M2: FC 1.365012 WL 1.455908 predicted D -0.090896
 emission M3: FC -0.306078 WL 0.300059
2-mode test M3: FC 3.106906 WL 2.708856 predicted D 0.398050
Example: hw=30.0 meV S=5.0 E_ZPL=2.000 eV Ev=2.150 eV T=300 K
 kT=25.852 meV hw/kT=1.1605 nb=0.4563 c=1.9127 s^2=<q^2>=0.9563
 hbar/omega=0.1393 amu A^2, DeltaQ=1.180, rms Q=0.365 amu^1/2 A
 g=94.87 meV; mean FC 2.1500 eV WL 2.1500 eV
 sigma FC 92.77 WL 92.77 meV; WL FWHM 218.5 meV
 kappa3 FC 135000 WL 0 meV^3
 kappa4 FC 7.746e+06 WL 0 meV^4
 skewness FC 0.1691, excess kurtosis FC 0.1046
 line p= -2 E=1.940 eV weight FC 0.00836 WL bin 0.01013
 line p=  0 E=2.000 eV weight FC 0.03464 WL bin 0.03515
 line p=  3 E=2.090 eV weight FC 0.11030 WL bin 0.10440
 line p=  5 E=2.150 eV weight FC 0.12989 WL bin 0.12844
 line p=  7 E=2.210 eV weight FC 0.09980 WL bin 0.10440
 line p= 10 E=2.300 eV weight FC 0.03383 WL bin 0.03515
 line p= 13 E=2.390 eV weight FC 0.00573 WL bin 0.00466
 Edgeworth x*=0.7420 constant=0.2300
 S=5 gamma=0.1691 max error/peak 0.04576 Edgeworth 0.03889
 S=320 gamma=0.0211 max error/peak 0.00492 Edgeworth 0.00486
 T=0: sigma 67.08 meV kappa3 135000 meV^3 skewness 0.4472
 T=0: ZPL weight 0.00674; weight below ZPL FC 0.00000 WL 0.01267
 emission mean 1.8500 eV kappa3 -135000 meV^3
Quadratic: final quantum 25.0 meV, b=-4.583 meV
 mean 2.1456 eV sigma 92.98 meV (FC = WL)
 kappa3 FC -90826 WL -227031 D3 136205 meV^3
 skewness FC -0.1130 WL -0.2824
d=1+0.3q, linear V: M0 1.0861, mean FC 2.1011 WL 2.0999 eV, shift 1.243 meV
d=q, V const: weights +hw 0.7282, -hw 0.2282, sum 0.9563; mean shift 15.68 meV
\end{verbatim}
